# Why a copper-oxygen chain shows a core line that CuO4 lacks

**Question.** The Cu core-level photoemission spectrum computed for a single CuO$_4$ plaquette with one valence hole has a main line and a satellite. When plaquettes are joined by their corners into a chain, one hole per copper, and the chain is diagonalized exactly, the low-energy part of the spectrum changes. Why can the core hole be screened by pushing the valence hole onto a neighbouring unit, where does the resulting line lie, what fixes its weight, and under which conditions is it the lowest line?

**Answer.** The core hole repels the valence hole on its own copper, and each low line corresponds to a place where the expelled hole can go. In an isolated plaquette it can go no farther than the four oxygens, where hybridization still exposes it to the repulsion. In a chain it can leave the unit and bind to the hole already on a neighbour, forming a Zhang–Rice singlet. For weakly linked units that costs an energy which does not involve the core hole; with one hole on every copper the weight of the line is, to leading order in the link, proportional to the probability that the two holes of the bond are in a spin singlet.

### Model

The vacuum is the filled-shell state, $d^{10}$ on Cu and $p^6$ on O. Each Cu site $j$ has one orbital $d_j$ at energy zero, each O one $\sigma$ orbital $p$ at energy $\Delta>0$, and

$$H=\Delta\sum_{p\sigma}n_{p\sigma}-t\sum_{\langle jp\rangle\sigma}(d^\dagger_{j\sigma}p_\sigma+\text{h.c.})+U\sum_j n_{dj\uparrow}n_{dj\downarrow}.$$

On an open chain the orbital phases can be chosen unit by unit so that every hopping is $-t$, $t>0$. There is no repulsion on oxygen and, until the last section, no O–O hopping. The core hole on site 0 is static and spinless, which discards multiplet structure, so the final Hamiltonian is $H_f=H+Qn_{d0}$. In the sudden approximation

$$I(\omega)=\sum_f|\langle f|g\rangle|^2\,\delta(\omega-E_f+E_g),$$

with $\omega$ the binding energy less a constant. The numbers use round parameters, $t=1.5$, $\Delta=3$, $U=Q=8$ eV. Third and fourth digits serve to follow the arithmetic, not to describe a material.

### One plaquette

The $d$ orbital couples to $L=\tfrac12(p_1+p_2+p_3+p_4)$, since $-t\,d^\dagger\sum_p p=-2t\,d^\dagger L$. With $T=2t$ the one-hole problem in the basis $(d,L)$ has diagonal $(0,\Delta)$ and coupling $-T$. Its characteristic equation $E(E-\Delta)=T^2$ has the lower root

$$E_1=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+T^2}<0,$$

and the first row, $-E_1c-Ts=0$, gives the orbital $a=cd+sL$ with $(c,s)\propto(T,-E_1)$. The upper root is $\Delta-E_1$. With the core hole the diagonal is $(Q,\Delta)$, so $(Q-E)(\Delta-E)=T^2$ and

$$E^c_\pm=\frac{Q+\Delta}{2}\pm\sqrt{\frac{(Q-\Delta)^2}{4}+T^2},\qquad (x_\pm,y_\pm)\propto(T,\,Q-E^c_\pm).$$

The orbitals $\phi_\pm=x_\pm d+y_\pm L$ span the space in which the hole moves, so there are two lines, at $\omega_\pm=E^c_\pm-E_1$, with weights $o_\pm^2$, $o_\pm=x_\pm c+y_\pm s$. The lower one is the locally screened line, $Q_{\rm eff}\equiv\omega_-$.

Here $T=3$ eV, $E_1=1.5-\sqrt{11.25}=-1.8541$ eV and $(c,s)=(0.8507,0.5257)$. The core levels $5.5\mp\sqrt{15.25}$ are $1.5949$ and $9.4051$ eV, with $\phi_-=(0.4242,0.9056)$ and $\phi_+=(0.9056,-0.4242)$. The main line is at $Q_{\rm eff}=3.449$ eV ($o_-=0.8369$, weight $0.700$), the satellite at $11.259$ eV ($o_+=0.5473$, weight $0.300$).

### The chain as weakly linked units

Neighbouring $L_j$ share one oxygen, with coefficient $\tfrac12$ in each, so their overlap matrix is $S=1+\mathcal A/4$, where $\mathcal A$ is the adjacency matrix of the chain. The eigenvalues of $\mathcal A$ lie between $-2$ and $2$, so $S$ is positive and $\tilde L=S^{-1/2}L$ is orthonormal (Löwdin orthogonalization). Inserting $L=S^{1/2}\tilde L$ turns the hopping into $-\sum_{ij}V_{ij}d_i^\dagger\tilde L_j$ with $V=2tS^{1/2}=t\sqrt{4+\mathcal A}$. The oxygen term is $\Delta$ times the identity in any orthonormal basis, so oxygen combinations orthogonal to all $L_j$ decouple and the number of holes in them is conserved. For the present parameters the ground state has none. Cu$_3$O$_{10}$ with two up holes and one down hole thus shrinks from $\binom{13}{2}\cdot13=1014$ to $\binom62\cdot6=90$ states.

A unit now means the pair $(d_j,\tilde L_j)$, and the tilde is dropped. The family $V(\lambda)=t\sqrt{4+\lambda\mathcal A}$ runs from isolated plaquettes ($\lambda=0$) to corner sharing ($\lambda=1$) at fixed total hybridization $(V^2)_{jj}=T^2$. Expanding the root,

$$V=2t\left(1+\frac{\lambda\mathcal A}{8}-\frac{\lambda^2\mathcal A^2}{128}+\dots\right),$$

so $H=H_0+\lambda W+O(\lambda^2)$, with

$$W=-w\sum_{\langle ij\rangle\sigma}(d^\dagger_{i\sigma}L_{j\sigma}+L^\dagger_{i\sigma}d_{j\sigma}+\text{h.c.}),\qquad w=\frac t4=0.375\ \text{eV}.$$

Reversing the sign of both orbitals on every second unit sends $\lambda\to-\lambda$, so the spectrum is even in $\lambda$.

### Two holes on one unit, and the position of the line

The singlets of a unit are $d^\dagger_\uparrow d^\dagger_\downarrow$, $(d^\dagger_\uparrow L^\dagger_\downarrow+L^\dagger_\uparrow d^\dagger_\downarrow)/\sqrt2$ and $L^\dagger_\uparrow L^\dagger_\downarrow$, with energies $U$, $\Delta$, $2\Delta$. Either hole of $dd$ can hop with amplitude $-T$, which gives $-T(d^\dagger_\uparrow L^\dagger_\downarrow+L^\dagger_\uparrow d^\dagger_\downarrow)$, that is $-\sqrt2T$ times the middle state, and the same holds for $LL$:

$$H_S=\begin{pmatrix}U&-\sqrt2T&0\\-\sqrt2T&\Delta&-\sqrt2T\\0&-\sqrt2T&2\Delta\end{pmatrix}.$$

Its lowest eigenvector $Z=(\alpha,\beta,\gamma)$, all components positive, is the Zhang–Rice singlet, with energy $E_2$. The triplet $d^\dagger_\uparrow L^\dagger_\uparrow$ fills both orbitals for one spin, cannot hybridize and stays at $\Delta$. The eigenvalues of $H_S$ are $-1.3657$, $6.8931$ and $11.4726$ eV, and $Z=(0.3654,0.8066,0.4646)$.

At $\lambda=0$ the initial energy is $NE_1$. If the hole leaves unit 0 for a neighbour, unit 0 has energy zero, with no $Q$ because it is empty, and the neighbour has $E_2$, so

$$\omega_{\rm NL}=U_{\rm eff}\equiv E_2-2E_1 .$$

This is the cost of moving a hole between two decoupled units without a core hole. Here $U_{\rm eff}=-1.3657+3.7082=2.3425$ eV, which is $1.1065$ eV below $Q_{\rm eff}$. The triplet route lies at $\Delta-2E_1=6.708$ eV.

Each line is $-E_1$, the price of removing the hole from $a$, plus the energy at which it is put back: $\varepsilon=E_2-E_1=0.488$ eV in the singlet, $E^c_-=1.595$ eV on the core unit, $\Delta-E_1=4.854$ eV in the triplet. The nonlocal line is below the local one when $\varepsilon<E^c_-(Q)$. By the Hellmann–Feynman theorem $dE^c_-/dQ=x_-^2>0$, and $E^c_-$ rises from $E_1$ at $Q=0$ towards $\Delta$ as $Q\to\infty$, so there is one crossing if $E_1<\varepsilon<\Delta$. The left inequality is $E_2>2E_1$; it holds for $U>0$, because the repulsion is non-negative and the $U=0$ ground state $a^\dagger_\uparrow a^\dagger_\downarrow$ has a $dd$ component. For the right one, dropping $dd$ from the basis gives a variational bound from the lower $2\times2$ block,

$$E_2\le\frac{3\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+2T^2}<\frac{3\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+T^2}=E_1+\Delta .$$

Putting $E=\varepsilon$ in the characteristic equation gives the crossing,

$$Q_c=\varepsilon+\frac{T^2}{\Delta-\varepsilon},$$

finite for every $U>0$ in this model. No other final state of the decoupled chain undercuts these two. The triplet line is above the local one since $Q_{\rm eff}<\Delta-E_1<\Delta-2E_1$; two holes on the core unit cost more than $E_2$ because $Qn_{d0}\ge0$; further excitations add energy. For weak links the nonlocal state is therefore the lowest final state for $Q>Q_c$, and the local one for $Q<Q_c$. Here $Q_c=0.4884+9/2.5116=4.072$ eV. In the diagonalized three-unit chain at $\lambda=0.02$, the lowest final state has half a hole on the core unit at $Q=4.072$ eV.

### The transfer element

At $\lambda=0$ the nonlocal state is orthogonal to $|g\rangle$, since the hole numbers of the units differ. Its weight comes from the link. Take unit 0 in the orbital $\phi=xd+yL$ and unit 1 in $a$, coupled to a singlet:

$$|S(\phi)\rangle=\frac{\phi^\dagger_{0\uparrow}a^\dagger_{1\downarrow}-\phi^\dagger_{0\downarrow}a^\dagger_{1\uparrow}}{\sqrt2}|0\rangle=\frac{\phi^\dagger_{0\uparrow}a^\dagger_{1\downarrow}+a^\dagger_{1\uparrow}\phi^\dagger_{0\downarrow}}{\sqrt2}|0\rangle,$$

the sign changing on anticommutation. The part of $W$ that moves a hole from 0 to 1 sends $L_0\to-wd_1$ and $d_0\to-wL_1$, so $\phi_0\to-w\chi_1$ with $\chi=yd+xL$. On unit 1,

$$\chi^\dagger_\uparrow a^\dagger_\downarrow+a^\dagger_\uparrow\chi^\dagger_\downarrow=2yc\,d^\dagger_\uparrow d^\dagger_\downarrow+(ys+xc)(d^\dagger_\uparrow L^\dagger_\downarrow+L^\dagger_\uparrow d^\dagger_\downarrow)+2xs\,L^\dagger_\uparrow L^\dagger_\downarrow .$$

The overlap with $Z$ is $2yc\alpha+\sqrt2(ys+xc)\beta+2xs\gamma$. Multiplying by $-w/\sqrt2$ and collecting $x$ and $y$,

$$M(\phi)=-w(x\,m_d+y\,m_L),\qquad m_d=c\beta+\sqrt2s\gamma,\qquad m_L=\sqrt2c\alpha+s\beta .$$

Here $m_d=1.0316$ and $m_L=0.8636$, so $M_-=M(\phi_-)=-0.375(0.4376+0.7821)=-0.4574$ eV, $M_+=M(\phi_+)=-0.2130$ eV and $M(a)=-0.4993$ eV. The hop conserves the total spin of the two holes, so a triplet bond has no element into $Z$.

### The spin state of the chain

At $\lambda=0$ all spin arrangements are degenerate, and second order selects the ground state. A singlet bond is lowered through the three singlets $n$ of either unit, with $M_n$ equal to $M(a)$ evaluated with the $n$-th eigenvector of $H_S$. A triplet bond is lowered through the unit triplet: with $\chi=sd+cL$, $\chi^\dagger_\uparrow a^\dagger_\uparrow=(s^2-c^2)\,d^\dagger_\uparrow L^\dagger_\uparrow$, since $L^\dagger d^\dagger=-d^\dagger L^\dagger$. The $\lambda^2$ terms of $V$ either act within a unit, blind to spin, or move a hole out of the degenerate manifold. With a factor 2 for the two directions of hopping, the triplet–singlet difference is

$$J=2\lambda^2\left[\sum_n\frac{M_n^2}{E_n-2E_1}-\frac{w^2(c^2-s^2)^2}{\Delta-2E_1}\right],\qquad H_{\rm spin}=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j .$$

The $Z$ term is $2(0.4993)^2/2.3425=0.213$ eV; the triplet term, with $c^2-s^2=0.4472$, is $2(0.1677)^2/6.708=0.008$ eV; the full sum is $J=0.205\lambda^2$ eV, antiferromagnetic.

For three units with the core in the middle, $H_{\rm spin}=J\,\mathbf S_0\cdot\mathbf S_{\rm out}$, where $\mathbf S_{\rm out}$ is the sum of the outer spins, and $\mathbf S_0\cdot\mathbf S_{\rm out}=\tfrac12[S(S+1)-\tfrac34-S_{\rm out}(S_{\rm out}+1)]$. This is $-1$ for $(S,S_{\rm out})=(\tfrac12,1)$, $0$ for $(\tfrac12,0)$ and $+\tfrac12$ for $(\tfrac32,1)$. The singlet projector of a bond is $P_j=\tfrac14-\mathbf S_0\cdot\mathbf S_j$, so $\sum_jP_j=\tfrac12-\mathbf S_0\cdot\mathbf S_{\rm out}$ equals $\tfrac32$, $\tfrac12$ and $0$. The gap between the doublets is $J$ at this order; diagonalization at $\lambda=1$ gives $0.188$ eV, so the formula is 9% above the exact gap.

### The weight

Consider one singlet bond and write $|0,Z\rangle$ for unit 0 empty and $Z$ on unit 1. First-order perturbation theory for the initial state, with denominator $2E_1-E_2=-U_{\rm eff}$, gives

$$|g\rangle=|S(a)\rangle-\lambda\frac{M(a)}{U_{\rm eff}}|0,Z\rangle+\dots$$

For the final state the denominators are $E_2-(E^c_\pm+E_1)=U_{\rm eff}-\omega_\pm$:

$$|f\rangle=|0,Z\rangle+\lambda\sum_\pm\frac{M_\pm}{U_{\rm eff}-\omega_\pm}|S(\phi_\pm)\rangle+\dots$$

The omitted first-order terms are orthogonal to the zeroth-order part of the other state and do not enter the overlap at order $\lambda$. Since $\langle S(\phi_\pm)|S(a)\rangle=o_\pm$, the overlap is $\lambda A$ with

$$A=-\frac{M(a)}{U_{\rm eff}}+\sum_\pm\frac{M_\pm o_\pm}{U_{\rm eff}-\omega_\pm}=\sum_\pm\frac{M_\pm o_\pm\,\omega_\pm}{U_{\rm eff}(U_{\rm eff}-\omega_\pm)} .$$

The second form uses $a=\sum_\pm o_\pm\phi_\pm$, hence $M(a)=\sum_\pm o_\pm M_\pm$ by linearity, and $1/(U_{\rm eff}-\omega)-1/U_{\rm eff}=\omega/[U_{\rm eff}(U_{\rm eff}-\omega)]$. At $Q=0$, $\omega_-=0$ and $o_+=0$, so $A=0$, as orthogonality of eigenstates of one Hamiltonian demands.

In the first form, the first term is the charge fluctuation already present in the ground state, $0.4993/2.3425=0.213$. The others are borrowed from the local lines, $(-0.4574)(0.8369)/(-1.1065)=0.346$ and $(-0.2130)(0.5473)/(-8.917)=0.013$. Their sum is $A=0.572$, and $A^2=0.327$. The borrowed main-line term adds to the fluctuation term because $U_{\rm eff}<Q_{\rm eff}$; for $Q<Q_c$ it changes sign. At $Q_c$ it diverges, and the two final states must be treated as a degenerate pair.

For a general spin state the bond $(0,j)$ is split into its singlet and triplet parts. The singlet part, of squared norm $\langle P_j\rangle$, carries the amplitude $\lambda A$; states with $Z$ on different neighbours are orthogonal; mixing among the degenerate nonlocal states is unitary and leaves the total unchanged. To order $\lambda^2$ the summed weight is

$$I_{\rm NL}=\lambda^2A^2\sum_j\left(\tfrac14-\langle\mathbf S_0\cdot\mathbf S_j\rangle\right),$$

with $j$ running over the neighbours of the core unit. The three spin states of the trimer give $I_{\rm NL}/\lambda^2=0.4911$, $0.1637$ and $0$. For comparison, $H$ and $H_f$ are diagonalized densely in the determinant basis at $\lambda=0.04$ and $0.08$, the weight below the edge $(U_{\rm eff}+Q_{\rm eff})/2=2.896$ eV is divided by $\lambda^2$, and the combination $[4F(0.04)-F(0.08)]/3$ removes the next even power. The result is $0.4911$, $0.1637$ and $0.0000$. For four units with the core on the second, the ground state of the four-spin Heisenberg chain has $\sum_j\langle P_j\rangle=1.4330$; the formula gives $0.3274\times1.4330=0.4692$, and the same extrapolation gives $0.4692$.

### Corner-sharing Cu$_3$O$_{10}$

Dense diagonalization at $\lambda=1$ gives $E_g=-5.782$ eV against $3E_1=-5.562$ eV. The seven strongest lines, with the number $n_0$ of holes on the core unit in the final state, are:

| $\omega$ (eV) | weight | $n_0$ |
|---|---|---|
| 2.351 | 0.308 | 0.18 |
| 3.868 | 0.409 | 0.87 |
| 6.863 | 0.003 | 0.03 |
| 10.235 | 0.012 | 0.74 |
| 10.812 | 0.042 | 0.44 |
| 11.591 | 0.214 | 0.84 |
| 16.270 | 0.004 | 1.95 |

The lowest line is $1.10$ eV below the CuO$_4$ main line. Projecting its final state on configurations with the core unit empty and $Z$ on a neighbour gives a probability of $0.83$. Its slope $d\omega/dQ=\langle n_{d0}\rangle_f$, which follows from the Hellmann–Feynman theorem because $E_g$ does not depend on $Q$, is $0.040$, against $x_-^2=0.180$ for the plaquette. The weak line at $6.86$ eV has an almost empty core unit and lies near the triplet route at $6.71$ eV, and is assigned to it on those two grounds.

A two-level reduction gives the sign and rough size of the shifts of the two strong lines. It drops other terms of the same order (the $\lambda^2$ part of $V$ and the couplings to higher states), so its accuracy here need not carry over to other parameters. Let the local state have unit 0 in $\phi_-$ and the ground-state spin pattern. $W$ carries it into a nonlocal state of squared norm $M_-^2\sum_j\langle P_j\rangle$, and carries that state back with $\sum_jP_j$ acting on the spins. The pattern is an eigenstate of $\sum_jP_j$, so within the two low manifolds the pair is closed, with coupling $v=\sqrt{3/2}\,|M_-|=0.560$ eV. The splitting becomes $\sqrt{1.1065^2+4(0.560)^2}=1.575$ eV, which is 4% above the exact $1.516$ eV, and each level moves by $(1.575-1.1065)/2=0.234$ eV. The exact final levels, measured from $3E_1$, are $\omega+E_g-3E_1=\omega-0.220$ eV. This gives $2.131$ eV, which is $0.211$ eV below $U_{\rm eff}$, and $3.648$ eV, which is $0.199$ eV above $Q_{\rm eff}$. For the nonlocal line the lowering of the final state ($0.211$ eV) and of the ground state ($0.220$ eV) nearly cancel, so it stays within $0.01$ eV of $U_{\rm eff}$; nothing in the derivation makes this cancellation general. For the local line the shifts add, $0.199+0.220=0.42$ eV.

The leading-order weight is less accurate. Its final-state expansion parameter is $(\lambda v)^2/(Q_{\rm eff}-U_{\rm eff})^2=0.26\lambda^2$. At $\lambda=0.5$ the formula gives $0.123$, 15% above the exact $0.107$; at $\lambda=1$ it gives $0.491$, 60% above the exact $0.308$. At corner sharing it identifies the ingredients of the weight without giving its value.

The weight is drawn mostly from the main line. The two low lines together hold $0.308+0.409=0.717$, where the plaquette main line held $0.700$. The first moment, $\sum_f|\langle f|g\rangle|^2(E_f-E_g)=\langle g|H_f-E_g|g\rangle=Q\langle n_{d0}\rangle_g$, depends on the ground state alone. It falls from $8\times0.7236=5.79$ eV to $8\times0.6925=5.54$ eV, a shift of $0.25$ eV.

### Longer chains

Beyond three units the singlet can move on. Write $Z=\sum_{mn}Z_{mn}m^\dagger_\uparrow n^\dagger_\downarrow$ with $Z_{dd}=\alpha$, $Z_{dL}=Z_{Ld}=\beta/\sqrt2$, $Z_{LL}=\gamma$, and let $Z$ on unit 1 adjoin an up hole in $a$ on unit 2. Removing the down hole from orbital $n$ of unit 1 and leaving $a_\uparrow$ has amplitude of magnitude $u_n=cZ_{dn}+sZ_{Ln}$, so $u_d=m_L/\sqrt2$ and $u_L=m_d/\sqrt2$. Adding it to unit 2 to form $Z$ has the same amplitudes. The channels $L_1\to d_2$ and $d_1\to L_2$ carry the same fermion sign and add:

$$t_Z=w(u_Lu_d+u_du_L)=w\,m_dm_L=0.375\times1.0316\times0.8636=0.334\ \text{eV}.$$

The degeneracy is now lifted at first order. In four units, $Z$ on the longer side has two positions and energies $U_{\rm eff}\pm\lambda t_Z$, a spread $2\lambda t_Z=0.668\lambda$ eV. The spread of the diagonalized final levels below the edge, divided by $\lambda$ and extrapolated linearly from the same two values, is $0.668$ eV.

For Cu$_5$O$_{16}$ ($\binom{10}{3}\binom{10}{2}=5400$ reduced states) the ground state comes from sparse iterative diagonalization and the spectrum from 300 Lanczos steps on $H_f$ started from $|g\rangle$. The lines below the edge are at $2.213$, $2.452$ and $2.888$ eV, with weights $0.199$, $0.009$, $0.078$ and $n_0=0.11$, $0.06$, $0.11$. The single line has split; the two strong components, at $2.213$ and $2.888$ eV, are $0.68$ eV apart, near the first-order $2t_Z$, although second-order shifts are not small at $\lambda=1$. Its onset is $0.14$ eV lower than in the trimer. The summed weight is $0.286$, but the third line lies within $0.01$ eV of the edge, so this total depends on where the edge is drawn. A fourth, weak line with a nearly empty core unit lies above the edge, at $3.107$ eV with weight $0.001$ and $n_0=0.09$; counting it, the group spans $0.89$ eV and holds $0.287$. Two cluster sizes do not determine the line shape of the infinite chain.

### What removes the line

With all spins parallel every $P_j$ vanishes, $U$ drops out, and the holes are free fermions. Initial and final states are Slater determinants, and the lowest line has the squared determinant of the overlaps of the occupied orbitals as its weight. For the trimer at $\lambda=1$ it lies at $3.46$ eV, with weight $0.683$ and $n_0=1.00$. This is the plaquette main line, in the same geometry that gave $2.35$ eV for the doublet ground state.

A larger oxygen network without the neighbouring coppers does not supply the line here either. Add a hopping $-t_{pp}$, $t_{pp}=0.5$ eV, between adjacent oxygens of each plaquette. Each oxygen of a lone plaquette has two such neighbours, so $L$ lies at $\Delta_p-2t_{pp}$, and a bare level $\Delta_p=4$ eV leaves the CuO$_4$ spectrum unchanged. The Löwdin reduction no longer applies, and all 13 orbitals are kept. With the outer coppers and their holes deleted, the one hole can reach all ten oxygens, yet the lowest line is at $3.37$ eV with weight $0.682$, just $0.08$ eV below $Q_{\rm eff}$. With them restored it is at $2.28$ eV, with weight $0.429$ and $\langle n_{d0}\rangle_f=0.054$. That the weight exceeds the $0.308$ found without $t_{pp}$ is, as a conjecture, due to an added oxygen path between units that strengthens the transfer element.

A single-Cu cluster lacks the low line because it has no neighbouring Cu unit: away from the core copper the expelled hole finds only oxygen levels of order $\Delta$, and nothing like the singlet level at $\varepsilon=0.49$ eV. The hole resident on a neighbour does not create the low level. An empty unit would take the expelled hole at $E_1<\varepsilon$; the resident hole raises the price to $\varepsilon$ in the singlet and to $\Delta-E_1$ in the triplet. The formula for $Q_c$ is a weak-link result; at $\lambda=1$ the crossing is avoided, and the lowest final state has half a hole on the core unit at $Q\approx4.4$ eV for three units and $Q\approx4.0$ eV for five. The statements on ordering also hold only within this model: repulsion on oxygen would raise $E_2$ through the $LL$ component of $Z$ and so raise $Q_c$, and the bound $\varepsilon<\Delta$ was derived without it.
